# Schottky barriers from a silicon 2p binding energy

**Question**

I have a photoemission spectrum taken through a thin nickel silicide film on n-type silicon. At 300 K the Si 2p3/2 line of the silicon underneath sits at a binding energy of 99.19 eV, measured from the Fermi edge of the film. I was also given a bulk silicon number, 98.74 eV between the 2p3/2 level and the valence-band edge, and a gap of 1.12 eV.

I am supposed to get the hole barrier and the electron barrier. I can subtract the numbers, but I don't see which barrier the difference is, or why a bulk number may be used at an interface where the bands are bent. The donor density, about $10^{16}\ \mathrm{cm^{-3}}$, never enters, which also worries me. How far can I trust the answer?

**Answer**

**The conversion**

Put everything on one scale of electron energy, increasing upward. At the interface, let $E_F$ be the Fermi level, $E_V$ and $E_C$ the valence and conduction edges of silicon, and $E_{2p}$ the 2p3/2 level, defined so that removing an electron from it to the Fermi level costs the measured binding energy. Your three data are then

$$E_B=E_F-E_{2p},\qquad D=E_V-E_{2p},\qquad G=E_C-E_V .$$

The two barriers are

$$P=E_F-E_V\ \text{(holes)},\qquad B=E_C-E_F\ \text{(electrons)}.$$

A hole gains energy as the electron scale goes down, so a hole in the metal at $E_F$ must be taken down to $E_V$ to enter the silicon. That is why $P$ has this sign.

Insert $E_V$ between the two levels in the binding energy:

$$E_B=(E_F-E_V)+(E_V-E_{2p})=P+D .$$

Hence

$$P=E_B-D .$$

For the electrons, insert $E_V$ again:

$$B=(E_C-E_V)-(E_F-E_V)=G-P=G+D-E_B .$$

With your numbers,

$$P=99.19-98.74=0.45\ \mathrm{eV},\qquad B=1.12-0.45=0.67\ \mathrm{eV},$$

or 0.01654 and 0.02462 hartree.

The bulk value of $D$ may be used because band bending is a slowly varying electrostatic potential. At a given place it moves the core level and both band edges by the same amount, so their separations survive. In the bulk, doping moves $E_F$ relative to all of them, but $D$ does not contain $E_F$. This reasoning needs silicon atoms in bulk-like surroundings: a changed chemical bond, or a changed response to the core hole, alters $D$ itself.

The formulas also give a quick plausibility window. The Fermi level lies inside the gap at the interface when $0<P<G$, which means $98.74<E_B<99.86$ eV. A reading well outside it suggests that the Fermi level has entered a band there, that the calibration or line assignment is wrong, or that $D$ or the line has been shifted by one of the effects discussed here.

**Input errors**

Small errors propagate as $\delta P=\delta E_B-\delta D$ and $\delta B=\delta G-\delta P$. If they are independent, the cross terms average to zero and the variances add. Taking standard errors of 0.03 eV for the line, 0.04 eV for $D$ and 0.01 eV for the gap,

$$\sigma_P=\sqrt{0.03^2+0.04^2}=0.050\ \mathrm{eV},$$

$$\sigma_B=\sqrt{0.050^2+0.01^2}=0.051\ \mathrm{eV}.$$

The barriers do not have independent errors: an error in the line position raises one and lowers the other equally.

**Use the same 2p feature twice**

The 2p level is a doublet. Write the spin-orbit energy as $\zeta\,\mathbf l\cdot\mathbf s$, with

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].$$

For $l=1$, $s=\tfrac12$, this is $+\tfrac12$ for the four $j=\tfrac32$ states and $-1$ for the two $j=\tfrac12$ states. The splitting is $\Delta=\tfrac32\zeta$, and the average over the six states is $(4\cdot\tfrac12-2\cdot1)\zeta/6=0$. The 2p3/2 level therefore lies $\zeta/2=\Delta/3$ above the centroid. With $\Delta=0.60$ eV, the centroid has a binding energy 0.20 eV larger than the 2p3/2 line.

If you used the centroid for $E_B$ but kept the 2p3/2 value of $D$, you would get $P=0.65$ eV and $B=0.47$ eV. That error is four times $\sigma_P$. Using the centroid for both quantities would be harmless, because the 0.20 eV cancels.

**Where the doping enters**

The conversion needs the core level at the interface, but the electrons come from a range of depths. I now use atomic units, with electron charge $-1$. Let $x$ be the depth in silicon, $N$ the donor density, $\kappa$ the relative permittivity, and $u(x)$ the upward bending of the electron energies relative to the bulk. Then $u(0)=V$ and $u\to0$ deep inside. In n-type silicon,

$$V=B-(E_C-E_F)_{\rm bulk}.$$

The net charge density is that of the donors minus the mobile electrons, $N(1-e^{-u/kT})$, for fully ionized donors, non-degenerate electrons and negligible hole density. Since $u$ is minus the electrostatic potential, Poisson's equation reads

$$u''=\frac{4\pi N}{\kappa}\left(1-e^{-u/kT}\right).$$

Multiply by $u'$, so that both sides become derivatives, and integrate from the bulk, where $u=u'=0$:

$$\tfrac12u'^2=\frac{4\pi N}{\kappa}\left[u-kT+kTe^{-u/kT}\right].$$

At the interface define $F=-u'(0)>0$. The last term is negligible when $V\gg kT$, leaving

$$F=\sqrt{\frac{8\pi N(V-kT)}{\kappa}} .$$

Near the interface $e^{-u/kT}$ is negligible too, so $u''=4\pi N/\kappa$ and

$$u(x)=V-Fx+\frac{2\pi N}{\kappa}x^2 .$$

All levels sink as one goes deeper, so the local binding energy grows:

$$E_B(x)=E_B(0)+Fx-\frac{2\pi N}{\kappa}x^2 .$$

For emission along the surface normal, weight each depth by $e^{-x/\lambda}/\lambda$, where $\lambda$ is the escape depth. The averages are $\langle x\rangle=\lambda$ and $\langle x^2\rangle=2\lambda^2$. The mean line is therefore too deep by

$$S=F\lambda-\frac{4\pi N}{\kappa}\lambda^2 ,$$

provided $\lambda$ is much smaller than the depletion width. On n-type silicon this effect, taken alone, makes the raw $P$ too large and the raw $B$ too small. On p-type silicon the bands bend the other way, so both signs reverse.

For your doping take $\kappa=11.7$ and $\lambda=2$ nm. For non-degenerate electrons the bulk density is $N=N_c\,e^{-(E_C-E_F)/kT}$, where $N_c\approx2.8\times10^{19}\ \mathrm{cm^{-3}}$ is the effective density of states of the conduction band at 300 K. With $kT=0.02585$ eV, the bulk conduction edge is therefore $kT\ln(N_c/N)=0.02585\times\ln 2800=0.205$ eV above $E_F$, so $V=0.670-0.205=0.465$ eV. The field is 0.0368 MV/cm, or 0.00368 V/nm. The first term is $0.00368\times2=0.0074$ eV, and the full shift is 0.0073 eV. Removing this shift alone would give $P\approx0.443$ eV and $B\approx0.677$ eV, a change well below the input error. I would not apply it by itself: the screening shift estimated below is larger at this doping and has the opposite sign.

At $10^{18}\ \mathrm{cm^{-3}}$, with the same true barriers and escape depth, the field is 0.4155 MV/cm. The first term is 0.083 eV, the curvature removes 0.006 eV, and the mean shift is 0.077 eV. These values assume fully ionized donors; a donor level 45 meV below the band edge is only about 76% ionized in the bulk at this doping, which changes them to 0.413 MV/cm and 0.076 eV. In a simulated 2p doublet with a Gaussian width parameter of 0.20 eV, the 2p3/2 peak moved by 0.073 eV: the peak of a broadened line need not follow its mean. A sharper line moves less, 0.062 eV for a width parameter of 0.10 eV and 0.047 eV for 0.05 eV. With band bending as the only error, a true hole barrier of 0.450 eV would then be read as 0.523 eV. Doping is absent from the conversion, but it decides whether the measured line represents the interface.

You can look for this effect by tilting the sample. At an angle $\theta$ from the normal the path to the surface is $x/\cos\theta$, so $\lambda$ is replaced by $\lambda\cos\theta$. At 60° the mean shift for the heavier doping falls to about $0.083/2-0.006/4=0.040$ eV. On n-type silicon both this effect and the screening described below move the line to lower binding energy as the sample is tilted, so the whole angular change should not be assigned to band bending.

**Other shifts of the line**

*Screening by the metal.* The core hole left behind is a positive charge at distance $x$ from a conductor. For an ideal metal plane, its image has charge $-1$ and lies $2x$ away, producing the potential $-1/(2\kappa x)$ at the hole. The induced charge grows in proportion to the hole's charge, so the energy is half the product:

$$\Delta E=-\frac{1}{4\kappa x}.$$

This lowers the binding energy and makes the raw $P$ too small. At $x=2$ nm it amounts to 0.015 eV, opposite to the band-bending error on n-type silicon. This is the value at one depth. The average over the signal is larger, because atoms nearer the metal are shifted more and are seen more strongly: for $\lambda=2$ nm, leaving out the first 0.3 nm, it is about 0.026 eV. That number depends on the cutoff, since the classical expression diverges at $x=0$ and cannot be used at atomic distances.

*Reacted silicon.* Silicon atoms in the silicide have their own 2p line. As an illustration, add a component 0.40 eV deeper with 20% of the substrate intensity, using the same width. If it is not separated, the combined maximum moves 0.013 eV deeper. That intensity corresponds to a very thin film. The silicide lies on top, so for thickness $d$ and equal escape depths its relative intensity is $r(e^{d/\lambda}-1)$, where $r\approx0.8$ is the ratio of silicon atom densities in NiSi and in silicon. With $\lambda=2$ nm, 20% means $d\approx0.4$ nm, while $d=2$ nm gives about 140%. The unseparated maximum then moves by 0.06 eV for a component 0.1 eV deeper and by 0.13 eV for one 0.2 eV deeper, and for 0.40 eV it jumps to the silicide line. This can exceed all the other errors here, so fit the substrate doublet separately.

*Charging and photovoltage.* The conversion assumes that $E_F$ belongs to the metal touching the silicon. If illumination shifts the film relative to the grounded spectrometer, a binding energy referred to the spectrometer carries that whole offset. Taking the Fermi edge of the film itself under the same illumination, as you did, removes a uniform offset of this kind.

**Comparison with electrical measurements**

A capacitance measurement gives an independent route to $B$. Under a reverse bias, written as an energy $V_R$, the bending becomes $V+V_R$. Gauss's law gives the charge per area

$$Q=\frac{\kappa F}{4\pi}=\sqrt{\frac{\kappa N(V+V_R-kT)}{2\pi}} .$$

Differentiating with respect to $V_R$,

$$C=\frac{dQ}{dV_R}=\sqrt{\frac{\kappa N}{8\pi(V+V_R-kT)}},$$

and therefore

$$\frac1{C^2}=\frac{8\pi(V+V_R-kT)}{\kappa N}.$$

For uniform doping and no insulating layer at the interface, the straight line reaches zero at $V_R=-(V-kT)$. As a test, I solved Poisson's equation numerically for a contact with $B=0.670$ eV and $N=10^{16}\ \mathrm{cm^{-3}}$. The capacitance intercept had magnitude 0.4388 V, giving

$$B=0.4388+0.0259+0.2052=0.6699\ \mathrm{eV}.$$

The last digit reflects the finite bias step used for the derivative; the exact intercept is $V-kT=0.43895$ V, which returns 0.6700 eV. The simulated core-level spectrum of the same contact gave 0.6700 eV after correction for $S$. The two routes agree within this model, which leaves out the metal's screening of the core hole.

A current measurement sees a different quantity. An electron crossing the contact is attracted by its own image, so its energy is $B-Fx-1/(4\kappa x)$ near the interface. At the maximum,

$$-F+\frac1{4\kappa x^2}=0,\qquad x=\frac1{2\sqrt{\kappa F}} .$$

The two subtracted terms are then each $\tfrac12\sqrt{F/\kappa}$, so the barrier top is lowered by $\sqrt{F/\kappa}$. For your contact this is 0.021 eV, at a depth of 2.9 nm. In a laterally uniform contact, thermionic emission over the top would see about 0.65 eV instead of 0.67 eV. This difference is not an error in the core-level result. In a real contact, patches of lower barrier can carry much of the current and reduce the value found from it further.

**Real contacts and temperature**

An electron barrier of 0.67 eV is in the rough range expected for nickel silicide on n-type silicon, and an escape depth of 2 nm is an assumed middle value: for Si 2p electrons it is roughly 0.4 nm with 160 eV photons, 1.4 nm with 600 eV photons and 3 nm with Al K$\alpha$, so use the value for your source. A shorter escape depth reduces $S$ but raises the screening shift, to about 0.038 eV at 1 nm and 0.055 eV at 0.4 nm with the same 0.3 nm cutoff. The lightly doped sample suits the method. Source and drain contacts in transistors are doped far more heavily, which breaks the assumption of nearly flat bands over the escape depth. Already at $10^{18}\ \mathrm{cm^{-3}}$ the peak error from band bending alone is 0.073 eV for the line shape simulated above; at much higher doping the expansion used for $S$ can fail, and tunnelling through the barrier must be included when predicting current.

The result also belongs to the temperature of measurement. An empirical fit for the silicon gap gives 1.125 eV at 300 K and 1.097 eV at 400 K, a fall of 0.028 eV. If $P$ stayed fixed, $B$ would fall by that amount; if $B$ stayed fixed, $P$ would. The gap alone cannot decide between these cases, so a device used at 400 K calls for a line position and a value of $D$ at 400 K.

For your sample I would report $P=0.45\pm0.05$ eV and $B=0.67\pm0.05$ eV at 300 K, with the uncertainty coming from the assumed input errors. This holds only if 99.19 eV is the substrate component, separated from the silicide line. For $\lambda=2$ nm the band-bending and screening estimates are smaller than this uncertainty and have opposite signs. The numerical output below gives the values for both dopings.

## Calculated quantities

```
Input Si 2p3/2 binding energy: 99.19 eV
Input core-to-valence separation: 98.74 eV
Input room-temperature gap: 1.12 eV
Temperature: 300 K; kT: 0.02585 eV
Relative permittivity: 11.7; escape depth: 2.0 nm
Conduction-band effective density: 2.80e+19 cm^-3
HOLE BARRIER: 0.450 eV = 0.01654 hartree
ELECTRON BARRIER: 0.670 eV = 0.02462 hartree
Input errors, line / separation / gap: 0.03 / 0.04 / 0.01 eV
Hole / electron barrier errors: 0.050 / 0.051 eV
2p splitting: 0.60 eV; line sigma: 0.20 eV
Centroid depth below 2p3/2: 0.200 eV
Donor density: 1.0e+16 cm^-3
  Bulk conduction edge above Fermi level: 0.2052 eV
  Band bending: 0.4648 eV
  Depletion width scale: 245.2 nm
  Interface field: 0.0368 MV/cm
  Mean line shift, numerical: 0.00731 eV
  Mean line shift, formula: 0.00731 eV
  Apparent hole barrier from peak: 0.45732 eV
  Peak shift: 0.00732 eV
Donor density: 1.0e+18 cm^-3
  Bulk conduction edge above Fermi level: 0.0861 eV
  Band bending: 0.5839 eV
  Depletion width scale: 27.5 nm
  Interface field: 0.4155 MV/cm
  Mean line shift, numerical: 0.07690 eV
  Mean line shift, formula: 0.07690 eV
  Apparent hole barrier from peak: 0.52276 eV
  Peak shift: 0.07276 eV
Simulated spectrum, corrected electron barrier: 0.66999 eV
Capacitance voltage intercept (magnitude): 0.43881 V
Capacitance electron barrier: 0.66986 eV
Core-hole screening at escape depth: 0.0154 eV
Image-force lowering at 1e16 cm^-3: 0.0213 eV
Image-force barrier-top distance: 2.89 nm
Reacted component: shift 0.40 eV, relative intensity 0.20
Peak pull from reacted component: 0.0129 eV
Gap fit at 300 K / 400 K: 1.1245 / 1.0969 eV
Gap change from 300 K to 400 K: -0.0276 eV
Degeneracy shift of Fermi level at 1e18 cm^-3: 0.00033 eV
```
